# Landau–Levich film on a withdrawn wafer: curvature matching and integral balance

## Definitions and conventions

A smooth vertical wafer is drawn upward at constant speed $U$ from a wide bath of Newtonian liquid with viscosity $\mu$, density $\rho$ and surface tension $\gamma$. The coordinate $x$ points up the wafer and $y$ points away from it into the liquid. The liquid has thickness $h(x)$, which tends to the constant $h_0$ high on the wafer. This $h_0$, the thickness left on each face, is the unknown. The two natural parameters are

$$
\mathrm{Ca}=\frac{\mu U}{\gamma},\qquad \ell=\sqrt{\frac{\gamma}{\rho g}},
$$

the capillary number and the capillary length.

Let $s$ be arc length along the liquid surface, measured downward from the film to the bath, and let $\theta$ be the angle between surface and wafer. Then

$$
\frac{dx}{ds}=-\cos\theta,\qquad \frac{dh}{ds}=\sin\theta,\qquad \kappa=\frac{d\theta}{ds}.
$$

The angle is $0$ in the flat film and $\pi/2$ at the bath. The slope is $h'=-\tan\theta$, where a prime on $h$ means $d/dx$, and differentiating once more gives $\kappa=h''/(1+h'^2)^{3/2}$. For small slope, $\kappa\approx h''$. A positive $\kappa$ lowers the liquid pressure: $p=p_{\rm air}-\gamma\kappa$.

The result to be derived, at leading order for $\mathrm{Ca}\to0$, is

$$
h_0=\frac{3^{2/3}a}{\sqrt2}\,\ell\,\mathrm{Ca}^{2/3}\approx0.946\,\ell\,\mathrm{Ca}^{2/3},
\tag{1}
$$

where $a\approx0.643$ is a pure number defined below.

The flow is steady and two-dimensional, with negligible inertia. The liquid wets the wafer completely, and its surface carries no shear stress. Evaporation, surface-tension gradients and molecular forces between wafer and liquid surface are left out.

## The film equation used by both derivations

Where viscosity matters, the film is thin and its slope small. The velocity $u(y)$ along the wafer then obeys

$$
\mu u_{yy}=G,\qquad G=p_x+\rho g=\rho g-\gamma\kappa_x,
$$

with $u(0)=U$ at the wafer and $u_y(h)=0$ at the free surface. Integrating once gives $\mu u_y=G(y-h)$. Integrating again gives

$$
u=U+\frac{G}{\mu}\left(\frac{y^2}{2}-hy\right).
$$

The upward flux per unit width is

$$
q=\int_0^h u\,dy=Uh+\frac G\mu\left(\frac{h^3}{6}-\frac{h^3}{2}\right)
=Uh-\frac{Gh^3}{3\mu}.
$$

In the flat film $\kappa_x=0$, so $G=\rho g$ and $q=Uh_0-\rho gh_0^3/(3\mu)$. Steadiness requires the same flux at every height. Equating the two expressions and solving for $G$,

$$
\frac{G}{\gamma}=V\equiv\frac{3\mathrm{Ca}(h-h_0)}{h^3}+\frac{h_0^3}{\ell^2h^3}.
$$

Since $\kappa_x=\rho g/\gamma-G/\gamma$ and $\rho g/\gamma=1/\ell^2$,

$$
\kappa_x=\frac1{\ell^2}-V.
\tag{2}
$$

Lower down the surface turns steeply away from the wafer and lubrication theory no longer describes the flow. There $h$ is of order $\ell$, however, and $V$ is of order $\mathrm{Ca}/\ell^2$. Equation (2) then reduces to hydrostatics, $\kappa_x=1/\ell^2$. With the full curvature retained, it can serve from film to bath for small $\mathrm{Ca}$.

### The transition region

Between film and static meniscus, the viscous term in (2) has size $3\mathrm{Ca}/h_0^2$ and the gravity terms have size $1/\ell^2$. The ratio of the gravity terms to the viscous term is

$$
\delta=\frac{h_0^2}{3\mathrm{Ca}\,\ell^2}.
$$

Suppose that $\delta\ll1$. Result (1) will give $\delta\sim\mathrm{Ca}^{1/3}$, so the supposition is self-consistent. This selects the thin-film solution; it does not show that (2) has no others. At leading order,

$$
h'''=\frac{3\mathrm{Ca}(h_0-h)}{h^3}.
\tag{3}
$$

The surface velocity shows where the liquid turns back. In this approximation $G=3\mu U(h-h_0)/h^3$, so

$$
u(h)=U-\frac{Gh^2}{2\mu}=U\left[1-\frac{3(h-h_0)}{2h}\right],
$$

which vanishes at $h=3h_0$. Surface liquid above this point rises with the wafer; below it, surface liquid runs back toward the bath.

Now set $h=h_0H$ and $x=LX$, with $L=h_0(3\mathrm{Ca})^{-1/3}$. The left side of (3) becomes $h_0H'''/L^3=3\mathrm{Ca}\,H'''/h_0^2$. The right side becomes $(3\mathrm{Ca}/h_0^2)(1-H)/H^3$. Hence

$$
H'''=\frac{1-H}{H^3},
\tag{4}
$$

where primes on $H$ denote $d/dX$. No parameter remains.

Near the flat film, write $H=1+\epsilon$ with small $\epsilon$. Then $\epsilon'''=-\epsilon$, and trial solutions $e^{rX}$ require $r^3=-1$, so that $r=-1$ or $r=(1\pm i\sqrt3)/2$. The complex pair grows up the wafer and must be absent. What remains is $\epsilon=Ae^{-X}$.

To follow this solution downward, let $T=-X$. Equation (4) becomes $H_{TTT}=(H-1)/H^3$, and initially $\epsilon=Ae^T$.

- If $A>0$, then $H-1$, $H_T$ and $H_{TT}$ all start positive. Since $H_{TTT}>0$ while $H>1$, all three keep increasing. Thus $H$ grows at least quadratically, and $H_{TTT}<1/H^2$ has a finite integral. The curvature $H_{TT}$ therefore tends to a finite limit $a$.
- If $A<0$, all three start negative and $H_{TTT}<0$. The film thins at an increasing rate and reaches zero thickness at finite $T$, so it cannot join the bath.

Changing a positive $A$ merely shifts the origin of $X$, so $a$ is one universal number. Numerical integration gives $a=0.64304$, unchanged to the printed digits when the starting amplitude is changed.

Far down the profile $H_{TTT}\approx1/H^2\sim T^{-4}$, so $H_{TT}$ approaches $a$ with an error of order $T^{-3}$. Two integrations produce a quadratic, a linear term and a constant. Choosing the origin to remove the linear term leaves

$$
H\approx\frac a2X^2+c,\qquad c\approx2.90.
\tag{5}
$$

## First derivation: matching the curvatures

In the static meniscus, let $z$ be the height above the bath. Hydrostatics gives $p=p_{\rm air}-\rho gz$. Comparison with $p=p_{\rm air}-\gamma\kappa$ gives $\kappa=z/\ell^2$. Multiply this by $dz/ds=-\cos\theta$ and use $\kappa=d\theta/ds$:

$$
\frac{z}{\ell^2}\frac{dz}{ds}=-\cos\theta\frac{d\theta}{ds}
\quad\Longrightarrow\quad
\frac{z^2}{2\ell^2}+\sin\theta=1.
$$

The constant is $1$ because $z=0$ and $\theta=\pi/2$ at the bath. Multiplied by $\gamma$, this is a horizontal force balance: the pull of the reduced pressure plus the horizontal component of surface tension equals the tension of the flat bath surface.

On the scale $\ell$, the transition region has vanishing thickness and slope. The static meniscus must therefore meet the wafer tangentially, with $\theta=0$. This gives

$$
z_{\rm t}=\sqrt2\,\ell,\qquad \kappa_{\rm t}=\frac{\sqrt2}{\ell}.
$$

Just below the tangent point, at distance $d\ll\ell$, the static surface is the parabola $h\approx\kappa_{\rm t}d^2/2$. Approached from the film side, at $d\gg L$, equation (5) gives

$$
h\approx\frac{h_0a}{2L^2}d^2+ch_0,
\qquad \frac{h_0}{L^2}=\frac{(3\mathrm{Ca})^{2/3}}{h_0}.
$$

The offset $ch_0$ is negligible when $d^2\gg h_0\ell$. By (1), both $\sqrt{h_0\ell}$ and $L$ scale as $\ell\,\mathrm{Ca}^{1/3}$, so this is the same condition as $d\gg L$. For small $\mathrm{Ca}$ there is an overlap $L\ll d\ll\ell$ in which both parabolas hold. Their curvatures must agree:

$$
\frac{a(3\mathrm{Ca})^{2/3}}{h_0}=\frac{\sqrt2}{\ell}.
\tag{6}
$$

Solving for $h_0$ gives (1). Since $\ell=\gamma^{1/2}(\rho g)^{-1/2}$ and $\mathrm{Ca}^{2/3}=(\mu U)^{2/3}\gamma^{-2/3}$, the dimensional form is

$$
h_0\approx0.946\,\frac{(\mu U)^{2/3}}{\gamma^{1/6}(\rho g)^{1/2}}.
$$

Surface tension nearly cancels: raising it lowers $\mathrm{Ca}$ but also enlarges the meniscus and weakens its curvature.

### A second case: two wafers close together

The left side of (6) belongs to the film alone. For another static meniscus, the right side is replaced by its curvature at tangency. Let two parallel wafers, separated by a gap $2b\ll\ell$, be withdrawn together while the meniscus remains inside the gap. Gravity hardly changes the pressure across such a small meniscus, so its surface is nearly a circular arc tangent to both wafers, with curvature $1/b$. Hence

$$
h_0\approx3^{2/3}a\,b\,\mathrm{Ca}^{2/3}\approx1.34\,b\,\mathrm{Ca}^{2/3}.
$$

This is thinner than the film on an isolated wafer by the factor $\sqrt2\,b/\ell$, because the more strongly curved meniscus sucks harder on the film.

Here $\mathrm{Ca}$ must be formed with the speed of the wafers relative to the meniscus. Holding the liquid column in the gap against moving walls needs $G\approx3\mu U/b^2$, while $G<\rho g$ because the pressure falls from bath to meniscus. The relative speed is therefore below $\rho gb^2/(3\mu)$, and the meniscus stays nearly fixed only if $3\mathrm{Ca}\ll(b/\ell)^2$. For the parameters of the worked example below, no fixed meniscus exists for $b<17.5\ \mu$m: the column is carried up with the wafers. The meniscus also stands at a height of about $\ell^2/b$, which must lie within the wafers.

## Second derivation: an integral balance from film to bath

The same thickness follows from (2) without solving for the static meniscus or comparing parabolas. Along the surface,

$$
\frac{d\kappa}{ds}=\kappa_x\frac{dx}{ds}=-\cos\theta\left(\frac1{\ell^2}-V\right).
$$

Multiply by $\kappa=d\theta/ds$ and move the gravity term to the left:

$$
\frac{d}{ds}\left(\frac{\kappa^2}{2}+\frac{\sin\theta}{\ell^2}\right)=V\kappa\cos\theta.
\tag{7}
$$

For $V=0$ the bracket is constant, which is the static force balance again. Viscous flow changes it. In the flat film $\kappa=0$ and $\theta=0$, so the bracket is $0$. At the bath $\kappa=0$ and $\theta=\pi/2$, so it is $1/\ell^2$. Integrating (7) from end to end gives

$$
\frac1{\ell^2}=\int V\kappa\cos\theta\,ds.
\tag{8}
$$

No small-$\mathrm{Ca}$ approximation has been made in passing from (2) to (8). A thickness $h_0$ is admissible if its profile meets this condition. The condition alone does not single out (1): at $\mathrm{Ca}=10^{-3}$, for instance, (2) also has a thick film with $h_0=1.6\,\ell\sqrt{\mathrm{Ca}}$, about five times (1), that joins the bath through a dimple. Such films have $\delta$ of order one and are not treated here.

The integral is now evaluated at leading order. In the transition region the viscous part of $V$ is $(3\mathrm{Ca}/h_0^2)(H-1)/H^3$. For small slope, $\kappa\cos\theta\,ds\approx(h_0/L)H_{TT}\,dT$. The product of the prefactors is

$$
\frac{3\mathrm{Ca}}{h_0^2}\,\frac{h_0}{L}=\frac{3\mathrm{Ca}}{h_0L}=\frac{(3\mathrm{Ca})^{4/3}}{h_0^2}.
$$

Equation (4) turns the remaining integral into a total derivative:

$$
\int\frac{H-1}{H^3}H_{TT}\,dT=\int H_{TTT}H_{TT}\,dT
=\left[\frac{H_{TT}^2}{2}\right]_{0}^{a}=\frac{a^2}{2},
$$

where the limits are the values of $H_{TT}$ at the two ends. Equation (8) becomes

$$
\frac1{\ell^2}=\frac{a^2(3\mathrm{Ca})^{4/3}}{2h_0^2}.
$$

Taking the positive root for $h_0$ reproduces (1).

Four omissions must be small. First, the gravity part of $V$ contributes $(h_0/L)\int H^{-3}H_{TT}\,dT$ relative to $1/\ell^2$. The integral converges, so this is of order $h_0/L=(3\mathrm{Ca})^{1/3}$. Second, gravity alters the profile (4) by a relative amount of order $\delta$, also $\mathrm{Ca}^{1/3}$. Third, the integrand falls as $T^{-4}$ toward the meniscus. Cutting the integral off at $T\sim\ell/L\sim\mathrm{Ca}^{-1/3}$ costs a relative amount of order $\mathrm{Ca}$. Fourth, the small-slope form of the curvature neglects terms of relative order $h'^2\sim(h_0/L)^2$, which is of order $\mathrm{Ca}^{2/3}$. The leading correction to (1) is therefore expected at relative order $\mathrm{Ca}^{1/3}$.

## What each derivation assumes

Both derivations need the transition profile and its number $a$, hence lubrication theory, complete wetting and $\delta\ll1$. They differ in how the bath enters.

Matching assumes an overlap in which two separate descriptions hold. In return, it needs no equation valid through the whole meniscus, and it carries over to other static shapes. The integral balance needs one equation from film to bath, and it uses the bath through its end conditions alone. It does not need the meniscus height or its curvature at tangency, but it does need the viscous contribution to be concentrated in the transition region. The two routes are thus different treatments of the bath, not independent determinations of $a$.

A numerical solution of (2) with full curvature avoids both approximations: $h_0$ is adjusted until the surface becomes horizontal at the bath. The resulting thickness, divided by (1), is $0.978$ at $\mathrm{Ca}=10^{-3}$, $0.9987$ at $10^{-6}$ and $0.99989$ at $10^{-9}$. Between the last two values the deviation scales as $\mathrm{Ca}^{0.351}$. The test allows for higher-order terms and accepts this as consistent with the expected exponent $1/3$.

Equation (2) is still not the full Stokes problem. It omits viscous corrections of relative order $(h_0/L)^2=(3\mathrm{Ca})^{2/3}$. At $\mathrm{Ca}=10^{-3}$ this is about $0.02$, as large as the deviation found, so the value $0.978$ should not be read as an accurate correction there.

## Worked example and limits of use

Take the round model parameters $\mu=1.0$ mPa s, $\rho=1000$ kg/m³, $\gamma=0.070$ N/m and $U=1.0$ mm/s. Then

$$
\mathrm{Ca}=\frac{(1.0\times10^{-3})(1.0\times10^{-3})}{0.070}=1.43\times10^{-5},
$$

$$
\ell=\sqrt{\frac{0.070}{1000\times9.807}}\ \mathrm m=2.67\ \mathrm{mm}.
$$

With $\mathrm{Ca}^{2/3}=5.89\times10^{-4}$,

$$
h_0=0.9458\times2.672\ \mathrm{mm}\times5.888\times10^{-4}
=1.49\times10^{-3}\ \mathrm{mm}=1.49\ \mu\mathrm m.
$$

The numerical solution of (2) gives $1.48\ \mu$m, thinner by about $0.4\%$ of the matched value. About $0.3\%$ of this is the $\mathrm{Ca}^{1/3}$ correction. The remainder is comparable with the omitted terms of relative order $(3\mathrm{Ca})^{2/3}\approx0.1\%$, so the shift is known only roughly.

The lengths are well separated: $h_0=1.49\ \mu$m, $L=42.5\ \mu$m and $\ell=2.67$ mm. The static meniscus is $3.78$ mm high. The gravity ratio $\rho gh_0^2/(\mu U)=3\delta$ is $0.022$, and the film Reynolds number $\rho Uh_0/\mu$ is $1.5\times10^{-3}$. Neglecting gravity and inertia in the film is therefore justified here.

At $0.1$, $1$ and $10$ mm/s the predicted thicknesses are $0.32$, $1.49$ and $6.9\ \mu$m. Each tenfold increase in speed multiplies the thickness by $10^{2/3}\approx4.6$. Slower withdrawal leaves less liquid, but the thickness vanishes only in the limit $U\to0$ of this model. For submicrometre films the neglected forces between wafer and liquid surface begin to matter once their pressure is not small against the meniscus suction $\sqrt2\,\gamma/\ell\approx37$ Pa. In nearly pure water, a double-layer model with a wall potential of $60$ mV and an uncharged free surface thickens the film at $0.1$ mm/s by $3$ to $4\%$, while the film at $1$ mm/s is unchanged to the digits shown.

For pattern drying, $h_0$ is the amount of liquid that remains to evaporate: $1.49\ \mu$m corresponds to $1.49$ mL per square metre of each face. It is not a collapse criterion. Once the film has thinned to the tops of the features, menisci between them can exert lateral capillary forces that this calculation does not contain. The formula also loses its basis when the relief is comparable with $h_0$, when the liquid dewets the wafer, when evaporation removes a notable part of the flux $Uh_0$ within the transition region, or when surface-tension gradients drive the film.

## Values computed for the example and the checks

```
flux at h = 3 h0, in U h0: 1.000000
surface speed at h = 3 h0, in U: 1.4e-14
limiting scaled curvature a: 0.64304
same from shifted start: 0.64304
scaled parabola offset c: 2.90
static meniscus height, in ell: 1.414214
3^(2/3) a: 1.3376
thickness coefficient C: 0.9458
composite thickness / matched thickness (dimensionless):
  Ca = 1.000e-03: ratio 0.977631, (ratio-1)/Ca^(1/3) -0.2237
  Ca = 1.429e-05: ratio 0.996346, (ratio-1)/Ca^(1/3) -0.1506
  Ca = 1.000e-06: ratio 0.998702, (ratio-1)/Ca^(1/3) -0.1298
  Ca = 1.000e-09: ratio 0.999885, (ratio-1)/Ca^(1/3) -0.1148
exponent of deviation, Ca 1e-9 to 1e-6: 0.3512
viscosity: 1.0 mPa s
density: 1000 kg/m^3
surface tension: 0.070 N/m
gravity: 9.80665 m/s^2
withdrawal speed: 1.0 mm/s
capillary length: 2.672 mm
capillary number: 1.4286e-05
Ca^(2/3): 5.8876e-04
matched film thickness: 1.488 micrometre
composite film thickness: 1.482 micrometre
transition length h0/(3Ca)^(1/3): 42.5 micrometre
static meniscus height: 3.778 mm
parabola offset c h0: 4.31 micrometre
gravity ratio rho g h0^2/(mu U): 0.0217
film Reynolds number rho U h0/mu: 1.49e-03
matched thickness at 0.1 mm/s: 0.321 micrometre
matched thickness at 1.0 mm/s: 1.488 micrometre
matched thickness at 10.0 mm/s: 6.905 micrometre
```
